\section*{The Gamma-point Hamiltonian in a real cosine and sine basis}

\section{The problem}

An electron moves in a given real local potential $V(\mathbf r)$ with the periodicity of a cell of volume $\Omega$. Its states at $\mathbf k=0$, the Gamma point, are expanded in plane waves $|\mathbf G\rangle=e^{i\mathbf G\cdot\mathbf r}$, where $\mathbf G$ is a reciprocal lattice vector. Hartree atomic units are used. The inner product is the cell average,
\begin{equation}
\langle f|h\rangle=\frac1\Omega\int_\Omega f^*(\mathbf r)\,h(\mathbf r)\,d^3r ,
\end{equation}
so the plane waves are orthonormal. The Fourier coefficients of the potential are
\begin{equation}
V(\mathbf G)=\frac1\Omega\int_\Omega V(\mathbf r)\,e^{-i\mathbf G\cdot\mathbf r}\,d^3r,
\qquad V(-\mathbf G)=V(\mathbf G)^* .
\label{eq:reality}
\end{equation}
The second relation holds because $V(\mathbf r)$ is real. Since $\langle\mathbf G|V|\mathbf G'\rangle$ is the cell average of $V e^{-i(\mathbf G-\mathbf G')\cdot\mathbf r}$, the Hamiltonian matrix is
\begin{equation}
H_{\mathbf G\mathbf G'}=\tfrac12 G^2\,\delta_{\mathbf G\mathbf G'}+V(\mathbf G-\mathbf G').
\label{eq:H}
\end{equation}
It is Hermitian and in general complex. The finite set of plane waves contains $-\mathbf G$ whenever it contains $\mathbf G$, as a cutoff on $\frac12G^2$ ensures. Let $P$ contain one vector from each pair $\pm\mathbf G$, with $\mathbf G=0$ left out.

(a) Find the matrix of $H$ in the basis $1$, $\sqrt2\cos(\mathbf G\cdot\mathbf r)$, $\sqrt2\sin(\mathbf G\cdot\mathbf r)$ with $\mathbf G\in P$. Which of its blocks are symmetric?

(b) Show that the eigenvalues are those of (\ref{eq:H}), and check this for a one-dimensional model cell of length $8$ bohr with plane waves $G=mg$, $m=-2,\dots,2$, where $g=2\pi/8=0.78540$ bohr$^{-1}$. Writing $V(m)$ for $V(mg)$, the coefficients in hartree are
\begin{align*}
V(0)&=-0.10, & V(1)&=-0.20+0.10i, & V(2)&=0.05-0.08i,\\
V(3)&=0.03+0.02i, & V(4)&=0.01-0.02i. &&
\end{align*}

\section{A tempting solution}

Write $c_{\mathbf G}$ and $s_{\mathbf G}$ for the normalized cosine and sine. The plane waves $\mathbf G$ and $\mathbf G'$ are coupled by $V(\mathbf G-\mathbf G')$. The cosine and the sine are, up to normalization, the real and imaginary parts of the plane wave. It seems natural that the real part of the coupling connects like with like, and that the imaginary part connects cosine with sine:
\begin{align}
\langle c_{\mathbf G}|H|c_{\mathbf G'}\rangle=\langle s_{\mathbf G}|H|s_{\mathbf G'}\rangle
&\overset{?}{=}\tfrac12G^2\delta_{\mathbf G\mathbf G'}+\mathrm{Re}\,V(\mathbf G-\mathbf G'),\nonumber\\
\langle c_{\mathbf G}|H|s_{\mathbf G'}\rangle&\overset{?}{=}\mathrm{Im}\,V(\mathbf G-\mathbf G').
\label{eq:wrong}
\end{align}
The elements with the constant function are cell averages of $V$ times one cosine or sine, namely $\sqrt2\,\mathrm{Re}\,V(\mathbf G)$ and $-\sqrt2\,\mathrm{Im}\,V(\mathbf G)$.

The result is real and symmetric, and it passes a first check. The kinetic energies for $|m|=1,2$ are $0.30843$ and $1.23370$ hartree, so its trace is
\begin{equation}
5(-0.10)+2(0.30843)+2(1.23370)\approx2.584\ \text{hartree},
\end{equation}
which is also the trace of the complex matrix.

\section{Where it fails}

The trace is the sum of the eigenvalues. The sum of squared moduli of all elements of a Hermitian matrix is $\mathrm{Tr}\,H^2$, the sum of the squared eigenvalues, so it too must agree if the spectra agree.

The diagonals of the two matrices are the same, so it is enough to compare the off-diagonal elements. In the complex matrix, the differences $m-m'=1,2,3,4$ occur for $4,3,2,1$ pairs, and each pair fills two positions:
\begin{equation}
2\left[4(0.0500)+3(0.0089)+2(0.0013)+0.0005\right]=0.4596\ \text{hartree}^2 .
\end{equation}
In the proposed matrix, the constant row and column give $2\cdot2(|V(1)|^2+|V(2)|^2)=4(0.0589)=0.2356$. The elements between $m=1$ and $m=2$ are $-0.20$ twice and $\mp0.10$, which give $2(0.04+0.04+0.01+0.01)=0.2000$. The total is $0.4356$ hartree$^2$. The proposed matrix therefore has a different spectrum.

The missing $0.0240$ identifies the fault. It equals
\begin{equation}
2\left[|V(2)|^2+2|V(3)|^2+|V(4)|^2\right]=2(0.0089+0.0026+0.0005),
\end{equation}
the weight of the couplings between $m=1,2$ and $m=-1,-2$. A cosine contains both $\mathbf G$ and $-\mathbf G$. The potential connects $\mathbf G$ to $-\mathbf G'$ through $V(\mathbf G-(-\mathbf G'))=V(\mathbf G+\mathbf G')$, and (\ref{eq:wrong}) has dropped this.

The physical sign of the error is that (\ref{eq:wrong}) gives $c_{\mathbf G}$ and $s_{\mathbf G}$ the same mean energy. These standing waves have their density maxima in different places, so a potential with a component at $2\mathbf G$ can distinguish them.

\section{The correct matrix}

\subsection{The change of basis}

From $e^{\pm i\theta}=\cos\theta\pm i\sin\theta$,
\begin{equation}
|c_{\mathbf G}\rangle=\frac{|\mathbf G\rangle+|{-\mathbf G}\rangle}{\sqrt2},\qquad
|s_{\mathbf G}\rangle=\frac{|\mathbf G\rangle-|{-\mathbf G}\rangle}{i\sqrt2}.
\label{eq:cs}
\end{equation}
For instance, the first is $2\cos(\mathbf G\cdot\mathbf r)/\sqrt2=\sqrt2\cos(\mathbf G\cdot\mathbf r)$. Within one pair,
\begin{equation}
\langle c_{\mathbf G}|c_{\mathbf G}\rangle=\tfrac12(1+1)=1,\quad
\langle s_{\mathbf G}|s_{\mathbf G}\rangle=\tfrac12(1+1)=1,\quad
\langle c_{\mathbf G}|s_{\mathbf G}\rangle=\tfrac1{2i}(1-1)=0 .
\end{equation}
Different pairs share no plane wave and are orthogonal, and $|0\rangle$ is orthogonal to all of them. With $n$ pairs there are $2n+1$ functions in either basis. The columns of coefficients in (\ref{eq:cs}), together with that of $|0\rangle$, thus form a square matrix $U$ with $U^\dagger U=1$.

\subsection{The matrix elements}

The kinetic energy is $\frac12G^2$ for both members of a pair. Hence $c_{\mathbf G}$ and $s_{\mathbf G}$ are kinetic eigenfunctions, and the kinetic matrix stays diagonal.

For the potential, set $\mathbf D=\mathbf G-\mathbf G'$ and $\mathbf S=\mathbf G+\mathbf G'$. The four plane-wave elements are
\begin{align}
\langle\mathbf G|V|\mathbf G'\rangle&=V(\mathbf D), &
\langle\mathbf G|V|{-\mathbf G'}\rangle&=V(\mathbf S),\nonumber\\
\langle{-\mathbf G}|V|\mathbf G'\rangle&=V(-\mathbf S)=V(\mathbf S)^*, &
\langle{-\mathbf G}|V|{-\mathbf G'}\rangle&=V(-\mathbf D)=V(\mathbf D)^* .
\end{align}
Between two cosines all signs are positive:
\begin{equation}
\langle c_{\mathbf G}|V|c_{\mathbf G'}\rangle
=\tfrac12\left[V(\mathbf D)+V(\mathbf S)+V(\mathbf S)^*+V(\mathbf D)^*\right]
=\mathrm{Re}\,V(\mathbf D)+\mathrm{Re}\,V(\mathbf S).
\end{equation}
For two sines, the bra carries the conjugate factor $1/(-i\sqrt2)$. The prefactor is $1/[(-i\sqrt2)(i\sqrt2)]=\frac12$, and each $-\mathbf G$ or $-\mathbf G'$ brings a minus sign:
\begin{equation}
\langle s_{\mathbf G}|V|s_{\mathbf G'}\rangle
=\tfrac12\left[V(\mathbf D)-V(\mathbf S)-V(\mathbf S)^*+V(\mathbf D)^*\right]
=\mathrm{Re}\,V(\mathbf D)-\mathrm{Re}\,V(\mathbf S).
\end{equation}
Between cosine and sine the prefactor is $1/(2i)$, and the sign comes from $-\mathbf G'$ alone:
\begin{equation}
\langle c_{\mathbf G}|V|s_{\mathbf G'}\rangle
=\tfrac1{2i}\left[V(\mathbf D)-V(\mathbf S)+V(\mathbf S)^*-V(\mathbf D)^*\right]
=\mathrm{Im}\,V(\mathbf D)-\mathrm{Im}\,V(\mathbf S),
\end{equation}
because $z-z^*=2i\,\mathrm{Im}\,z$. The constant function gives
\begin{align}
\langle0|V|c_{\mathbf G}\rangle&=\frac{V(-\mathbf G)+V(\mathbf G)}{\sqrt2}=\sqrt2\,\mathrm{Re}\,V(\mathbf G),\nonumber\\
\langle0|V|s_{\mathbf G}\rangle&=\frac{V(-\mathbf G)-V(\mathbf G)}{i\sqrt2}=-\sqrt2\,\mathrm{Im}\,V(\mathbf G),
\label{eq:const}
\end{align}
and $\langle0|H|0\rangle=V(0)$. Collecting the blocks, including the kinetic energy,
\begin{align}
\langle c_{\mathbf G}|H|c_{\mathbf G'}\rangle&=\tfrac12G^2\delta_{\mathbf G\mathbf G'}+\mathrm{Re}\,V(\mathbf G-\mathbf G')+\mathrm{Re}\,V(\mathbf G+\mathbf G'),\nonumber\\
\langle s_{\mathbf G}|H|s_{\mathbf G'}\rangle&=\tfrac12G^2\delta_{\mathbf G\mathbf G'}+\mathrm{Re}\,V(\mathbf G-\mathbf G')-\mathrm{Re}\,V(\mathbf G+\mathbf G'),\nonumber\\
\langle c_{\mathbf G}|H|s_{\mathbf G'}\rangle&=\mathrm{Im}\,V(\mathbf G-\mathbf G')-\mathrm{Im}\,V(\mathbf G+\mathbf G').
\label{eq:blocks}
\end{align}

All elements are real. Exchanging $\mathbf G$ and $\mathbf G'$ leaves $\mathbf S$ alone and reverses $\mathbf D$. Since $\mathrm{Re}\,V$ is even in its argument, the cosine--cosine and sine--sine blocks are symmetric. Since $\mathrm{Im}\,V$ is odd, the first term of the cosine--sine block changes sign and the second does not, so this block is in general not symmetric. The sine--cosine block is its transpose, because $H$ is Hermitian and the elements are real. The whole matrix is therefore symmetric.

\subsection{The spectrum}

The new matrix is $U^\dagger HU$. Using $U^\dagger U=1$,
\begin{equation}
\det(U^\dagger HU-E)=\det\!\left[U^\dagger(H-E)U\right]=|\det U|^2\det(H-E)=\det(H-E).
\end{equation}
The characteristic polynomials are equal, and so are the eigenvalues with their multiplicities. This holds for the finite matrices at any cutoff. It says nothing about how well that cutoff represents the full Hamiltonian.

\section{The model cell}

Some elements, in hartree, show how the terms of (\ref{eq:blocks}) enter:
\begin{align*}
\langle c_1|H|c_1\rangle&=0.30843+V(0)+\mathrm{Re}\,V(2)=0.30843-0.10+0.05=0.25843,\\
\langle s_1|H|s_1\rangle&=0.30843-0.10-0.05=0.15843,\\
\langle c_1|H|s_1\rangle&=\mathrm{Im}\,V(0)-\mathrm{Im}\,V(2)=0+0.08=0.08,\\
\langle c_1|H|c_2\rangle&=\mathrm{Re}\,V(-1)+\mathrm{Re}\,V(3)=-0.20+0.03=-0.17,\\
\langle c_1|H|s_2\rangle&=\mathrm{Im}\,V(-1)-\mathrm{Im}\,V(3)=-0.10-0.02=-0.12,\\
\langle c_2|H|s_1\rangle&=\mathrm{Im}\,V(1)-\mathrm{Im}\,V(3)=0.10-0.02=0.08 .
\end{align*}
The last two lines show the asymmetry of the cosine--sine block. In the order $1,c_1,c_2,s_1,s_2$ the full matrix, in hartree, is
\begin{equation}
\begin{pmatrix}
-0.1000&-0.2828&0.0707&-0.1414&0.1131\\
-0.2828&0.2584&-0.1700&0.0800&-0.1200\\
0.0707&-0.1700&1.1437&0.0800&0.0200\\
-0.1414&0.0800&0.0800&0.1584&-0.2300\\
0.1131&-0.1200&0.0200&-0.2300&1.1237
\end{pmatrix}.
\end{equation}
Diagonalizing this matrix, with its elements unrounded, and the complex one gives the same five levels,
\begin{equation}
-0.27366,\quad0.07112,\quad0.37842,\quad1.16075,\quad1.24762\ \text{hartree},
\end{equation}
with a largest difference of $2\times10^{-16}$ hartree, which is rounding error. The lowest level is $-7.447$ eV. The levels add up to $2.58425$ hartree, the trace. The sum of squared moduli is now $3.12704$ hartree$^2$ for both matrices, so the test that exposed (\ref{eq:wrong}) is passed.

The numerical check also compares (\ref{eq:const}) and (\ref{eq:blocks}) with direct real-space cell averages. It repeats the comparison for a triclinic three-dimensional cell with $87$ plane waves, where the two sets of eigenvalues differ by at most $4\times10^{-15}$ hartree. Both matrices there have $87$ rows, but a real number takes half the storage of a complex one: $60552$ bytes instead of $121104$.

\section{What the real form says about the states}

A real symmetric matrix has a complete set of real eigenvectors. Let $a_{\mathbf G}$ and $b_{\mathbf G}$ be the real coefficients of $c_{\mathbf G}$ and $s_{\mathbf G}$. Reading off the factors of $|\mathbf G\rangle$ and $|{-\mathbf G}\rangle$ from (\ref{eq:cs}), with $1/i=-i$, gives the plane-wave coefficients
\begin{equation}
C(\mathbf G)=\frac{a_{\mathbf G}-ib_{\mathbf G}}{\sqrt2},\qquad
C(-\mathbf G)=\frac{a_{\mathbf G}+ib_{\mathbf G}}{\sqrt2}=C(\mathbf G)^* .
\end{equation}
In the model ground state $a_1=0.43387$ and $b_1=0.20752$, so $C(1)=0.3068-0.1467i$. A complex solver returns a nondegenerate state in this form up to a global phase. Within a degenerate level it may return complex mixtures of the real eigenvectors, which need not have the form.

If $V$ is even about the origin, every $V(\mathbf G)$ is real. The cosine--sine block and the constant--sine elements then vanish, and the even and odd states separate. Keeping the real parts of the model coefficients gives even levels at $-0.25592$, $0.37075$, $1.18730$ hartree and odd levels at $0.10642$, $1.17570$ hartree. Moving this potential by $\mathbf d$ multiplies $V(\mathbf G)$ by $e^{-i\mathbf G\cdot\mathbf d}$. For a shift of $1$ bohr, the element of largest modulus between the even and odd functions is $\langle0|H|s_1\rangle=-\sqrt2\,\mathrm{Im}\left[-0.20\,e^{-i\pi/4}\right]=-0.200$ hartree. The levels do not move, because $H_{\mathbf G\mathbf G'}$ merely acquires the factor $e^{-i\mathbf G\cdot\mathbf d}e^{i\mathbf G'\cdot\mathbf d}$, a unitary change of phases. The separation into blocks thus depends on the choice of origin, while the spectrum does not.

\section{Where the construction stops working}

At $\mathbf k\neq0$ the kinetic energy acting on the periodic part of the wave function is $\frac12|\mathbf k+\mathbf G|^2$, which differs between $\mathbf G$ and $-\mathbf G$ unless $\mathbf k\cdot\mathbf G=0$. Then
\begin{equation}
\langle c_{\mathbf G}|T|s_{\mathbf G}\rangle
=\frac1{2i}\left[\tfrac12|\mathbf k+\mathbf G|^2-\tfrac12|\mathbf k-\mathbf G|^2\right]
=\frac{2\,\mathbf k\cdot\mathbf G}{2i}=-i\,\mathbf k\cdot\mathbf G .
\end{equation}
For $k=0.1g$ in the model, the $c_1$--$s_1$ element has the imaginary part $-0.0617$ hartree. For the same paired set of $\mathbf G$ the transformation is still unitary and preserves the spectrum, but in this basis the matrix is no longer real. If $2\mathbf k=\mathbf G_0$ is a reciprocal lattice vector, then $-(\mathbf k+\mathbf G)=\mathbf k+(-\mathbf G-\mathbf G_0)$. The full wave vectors $\mathbf k+\mathbf G$ then come in $\pm$ pairs of equal kinetic energy, and the construction can be repeated with them in place of $\mathbf G$.

The plane waves must also come in complete pairs. With $m=-2,-1,0,1$ the partner of $m=-2$ is missing, and the four functions $1,c_1,c_2,s_1$ span a different space, since $c_2$ contains $m=+2$. The third level is $0.42723$ hartree in the plane-wave set and $0.45279$ hartree in the real one. No unitary matrix connects the two sets, and the equality of the spectra is lost.

\section*{Calculated quantities}
\begin{verbatim}
1D model: cell length 8.0 bohr; g = 2 pi/L = 0.78540 1/bohr
kinetic energies for m=1,2: 0.30843 1.23370 hartree
V(0) = -0.10 +0.00 i hartree
V(1) = -0.20 +0.10 i hartree
V(2) = 0.05 -0.08 i hartree
V(3) = 0.03 +0.02 i hartree
V(4) = 0.01 -0.02 i hartree
real matrix, order 1 c1 c2 s1 s2 (hartree):
   -0.10000  -0.28284   0.07071  -0.14142   0.11314
   -0.28284   0.25843  -0.17000   0.08000  -0.12000
    0.07071  -0.17000   1.14370   0.08000   0.02000
   -0.14142   0.08000   0.08000   0.15843  -0.23000
    0.11314  -0.12000   0.02000  -0.23000   1.12370
eigenvalues, complex matrix: -0.27366 0.07112 0.37842 1.16075 1.24762 hartree
eigenvalues, real matrix: -0.27366 0.07112 0.37842 1.16075 1.24762 hartree
lowest eigenvalue: -7.4466 eV
largest eigenvalue difference: 2e-16 hartree
largest formula-quadrature difference: 2e-16 hartree
trace, complex and real: 2.58425 2.58425 hartree
sum of squared moduli, complex and real: 3.12704 3.12704 hartree^2
ground state, real coefficients 1 c1 c2 s1 s2: 0.87674 0.43387 -0.00342 0.20752 0.00048 (no unit)
ground state C(1) = 0.30679 -0.14674 i (no unit)
ground state C(2) = -0.00242 -0.00034 i (no unit)
even potential (real parts only), 1+cos levels: -0.25592 0.37075 1.18730 hartree
even potential, sin levels: 0.10642 1.17570 hartree
even potential moved by 1.0 bohr: largest element between 1+cos and sin = 0.20000 hartree
k = 0.1 g = 0.07854 1/bohr
imaginary parts of c1-s1 and c2-s2 at this k: -0.06169 -0.12337 hartree
unpaired set m=-2..1, levels: -0.27365 0.09087 0.42723 1.20611 hartree
basis 1 c1 c2 s1, levels: -0.27366 0.09189 0.45279 1.18953 hartree
3D cell: volume 341.25 bohr^3, cutoff 3.0 hartree, 87 plane waves, 43 pairs
3D lowest four levels, complex matrix: -0.11517 0.13947 0.29202 0.35174 hartree
3D lowest four levels, real matrix: -0.11517 0.13947 0.29202 0.35174 hartree
3D largest eigenvalue difference, all levels: 4e-15 hartree
3D largest formula-quadrature difference: 1e-14 hartree
3D cos-sin block, largest asymmetry: 0.07773 hartree
3D matrix storage, complex and real: 121104 60552 bytes
\end{verbatim}
